# Ballistic contact conductance of a nondegenerate electron gas, derived twice, part 2

The problem is the small-voltage conductance per area $g$ of a ballistic contact between a semiconductor and a metal. Part 1 found it from the one-way thermal flux, the kinetic derivation. Here it is derived again by counting quantum states.

The contact plane is normal to $x$, which points from the semiconductor into the metal, and it transmits every electron. The semiconductor band is isotropic and parabolic, with effective mass $m$, band edge $E_c$ and two spin states per wavevector $\mathbf k$. The elementary charge $q$ is positive, and both sides have temperature $T$. The reservoirs have electrochemical potentials $\mu_s$ (semiconductor) and $\mu_m$ (metal), with $qV=\mu_s-\mu_m$. $J$ is $q$ times the net electron flux per area towards the metal, and

$$g=\lim_{V\to0}\frac{J}{V},\qquad \rho=\frac1g .$$

In equilibrium both potentials equal $\mu$, and $\eta=(\mu-E_c)/k_BT$. The gas is nondegenerate when $e^\eta\ll1$, and the Fermi function is then $f\simeq e^{-(E-\mu)/k_BT}$. The density $n$ is the equilibrium electron density at the highest band edge on the path, and $n_b$ is the bulk density. For classical passage over a barrier of height $\phi$, $n=n_be^{-\phi/k_BT}$. With $\Gamma$ the one-way flux and $\bar v$ the mean thermal speed, Part 1 found

$$\Gamma=\frac{n\bar v}{4},\qquad g=\frac{q^2\Gamma}{k_BT}=\frac{q^2n}{\sqrt{2\pi mk_BT}},\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}} .$$

The example of Part 1 has $m=0.30\,m_0$, with $m_0$ the free-electron mass, $T=300$ K, $n=10^{17}$ cm$^{-3}$ and a square contact of side 100 nm. Its barrier case has $\phi=0.10$ eV and the same bulk density.

The numerical output also lists $J/(gV)$ at $u=qV/k_BT=0.1$. It is $(e^u-1)/u$ for a band edge at the plane fixed to the metal level, and $2\sinh(u/2)/u$ for one midway between the two levels, provided that the plane remains the highest band edge.

### The current of one channel

Take a square section of side $W$ with periodic boundary conditions in $y$ and $z$. The transverse wavevector $\mathbf k_t$ then has components that are integer multiples of $2\pi/W$. Each allowed $\mathbf k_t$ defines a channel, in which the electron moves freely along $x$:

$$E=\varepsilon+\frac{\hbar^2k_x^2}{2m},\qquad \varepsilon=E_c+\frac{\hbar^2k_t^2}{2m}.$$

The energy $\varepsilon$ is the lowest energy at which this channel carries current. Per unit length and per spin there are $dk_x/2\pi$ states in the interval $dk_x$. The rate at which a reservoir with occupation $f$ sends electrons through the channel is, with two spins,

$$2\int_0^\infty\frac{dk_x}{2\pi}\,v_xf(E)
=2\int_0^\infty\frac{dk_x}{2\pi}\,\frac1\hbar\frac{dE}{dk_x}f(E)
=\frac2h\int_\varepsilon^\infty f(E)\,dE .$$

The velocity has cancelled against the density of states along $x$, because $v_x=\hbar^{-1}dE/dk_x$. At equal occupation, equal energy intervals therefore carry equal currents in every channel whose edge lies below them.

The semiconductor fills the states that move towards the metal with $f_s$, and the metal fills the opposite states with $f_m$. The net current of the channel is

$$I_\varepsilon=\frac{2q}{h}\int_\varepsilon^\infty\left[f_s(E)-f_m(E)\right]dE .$$

Since the Fermi function depends on $E-\mu$, a rise of $\mu$ by $qV$ changes it by $qV(-\partial f/\partial E)$ to first order. A shift of $\varepsilon$ with the bias affects the lower limit of an integrand that is already of first order, so its effect on the current is of second order. The conductance of the channel is

$$\frac{I_\varepsilon}{V}=\frac{2q^2}{h}\int_\varepsilon^\infty\left(-\frac{\partial f}{\partial E}\right)dE=\frac{2q^2}{h}f(\varepsilon),$$

because $f$ vanishes at infinite energy. A channel whose edge lies far below $\mu$ contributes $2q^2/h$. A channel in a nondegenerate gas contributes this quantum multiplied by a small occupation.

### The sum over channels

Dividing by the area and replacing the sum by an integral, which requires a section wide compared with the thermal wavelength defined next, gives

$$g=\frac{2q^2}{h}\int\frac{d^2k_t}{(2\pi)^2}\,f(\varepsilon).$$

In the nondegenerate limit $f(\varepsilon)=e^\eta e^{-\hbar^2k_t^2/2mk_BT}$. The basic Gaussian integral in one dimension defines the thermal wavelength $\lambda$:

$$\int_{-\infty}^{\infty}\frac{dk}{2\pi}e^{-\hbar^2k^2/2mk_BT}
=\frac{1}{2\pi}\sqrt{\frac{2\pi mk_BT}{\hbar^2}}
=\frac{\sqrt{2\pi mk_BT}}{h}=\frac1\lambda .$$

The two transverse directions give the square of this integral, so

$$g=\frac{2q^2}{h}\,\frac{e^\eta}{\lambda^2}.$$

The density is a sum over all three directions and two spins:

$$n=2\int\frac{d^3k}{(2\pi)^3}\,e^\eta e^{-\hbar^2k^2/2mk_BT}=\frac{2e^\eta}{\lambda^3}=N_ce^\eta,\qquad N_c=\frac{2}{\lambda^3}.$$

Hence $e^\eta=n\lambda^3/2$, and elimination of $\eta$ gives

$$g=\frac{2q^2}{h}\,\frac{n\lambda}{2}=\frac{q^2n\lambda}{h}=\frac{q^2n}{\sqrt{2\pi mk_BT}} .$$

This agrees with the kinetic result. Planck's constant has dropped out because $\lambda$ is proportional to $h$.

The quantity $n\lambda/2$ is the number of channels per area, each weighted by its occupation. In the example of Part 1, $\lambda=7.857$ nm and $n\lambda/2=3.93\times10^{10}$ cm$^{-2}$, which is 3.93 weighted channels on a 100 nm square. This is not a count of a few fully open channels, although the numerical output labels the weighted number per area "open channels per area". The factor $W^2/\lambda^2=(100/7.857)^2=162$ measures the thermally accessible channels, and each is weighted by $n/N_c=0.02425$, whose product with 162 is 3.93.

The one-way current can also be written in terms of $\eta$. From $g=q^2\Gamma/k_BT$ and $g=2q^2e^\eta/(h\lambda^2)$,

$$q\Gamma=\frac{2qk_BT}{h\lambda^2}e^\eta
=\frac{2qk_BT}{h}\,\frac{2\pi mk_BT}{h^2}e^\eta=A^*T^2e^\eta,\qquad A^*=\frac{4\pi qmk_B^2}{h^3}.$$

This is the thermionic emission law, with $\eta$ taken at the top of the barrier. For the chosen mass, $A^*=36.05$ A cm$^{-2}$ K$^{-2}$. At fixed $\eta$ the conductance grows as $mT$, whereas at fixed density it falls as $1/\sqrt{mT}$. The two statements agree because $N_c$ grows as $(mT)^{3/2}$.

### Where linearity ends

The channel formula holds for any degree of degeneracy, so it shows how the linear law fails. Let $s=\hbar^2k_t^2/2mk_BT$. The area element becomes

$$\frac{d^2k_t}{(2\pi)^2}=\frac{k_tdk_t}{2\pi}=\frac{mk_BT}{2\pi\hbar^2}ds=\frac{ds}{\lambda^2}.$$

The Fermi function of $s$ is a total derivative,

$$\frac{1}{e^{s-\eta}+1}=-\frac{d}{ds}\ln\left(1+e^{\eta-s}\right),$$

and therefore

$$g=\frac{2q^2}{h\lambda^2}\ln(1+z),\qquad z=e^\eta .$$

For $z<1$ the occupation at kinetic energy $K=\hbar^2k^2/2m$ is the geometric series $f=ze^{-K/k_BT}-z^2e^{-2K/k_BT}+\dots$. Doubling the exponent multiplies each one-dimensional Gaussian integral by $1/\sqrt2$, and hence the three-dimensional integral by $2^{-3/2}$:

$$y\equiv\frac{n}{N_c}=z-\frac{z^2}{2^{3/2}}+\dots$$

Inverting to second order gives $z=y+y^2/2^{3/2}+\dots$. Insertion into the logarithm yields

$$\ln(1+z)=z-\frac{z^2}{2}+\dots=y+\left(\frac{1}{2\sqrt2}-\frac12\right)y^2+\dots$$

The linear law corresponds to the first term, $g_{\rm lin}=2q^2y/(h\lambda^2)$. The ratio is

$$\frac{g}{g_{\rm lin}}=1-\left(\frac12-\frac1{2\sqrt2}\right)\frac{n}{N_c}+\dots=1-0.146\,\frac{n}{N_c}+\dots$$

For the example, $N_c=4.12\times10^{18}$ cm$^{-3}$, and the first correction gives a ratio of 0.99645. Full Fermi statistics give 0.99647. The linear law is about 0.35% too high. At larger densities, with the same mass and temperature, the comparison is as follows.

| $n$ (cm$^{-3}$) | linear $g$ (S/cm²) | Fermi/linear |
|---|---|---|
| $10^{16}$ | $3.04\times10^5$ | 0.9996 |
| $10^{18}$ | $3.04\times10^7$ | 0.967 |
| $10^{19}$ | $3.04\times10^8$ | 0.776 |
| $10^{20}$ | $3.04\times10^9$ | 0.414 |

In the strongly degenerate limit, the channels with $k_t$ below the Fermi wavevector $k_F$ are fully open and the others are closed. Their number per area is $\pi k_F^2/(2\pi)^2=k_F^2/4\pi$. The density is $n=2(4\pi k_F^3/3)/(2\pi)^3=k_F^3/3\pi^2$. Therefore

$$g\to\frac{2q^2}{h}\,\frac{(3\pi^2n)^{2/3}}{4\pi}.$$

The conductance then follows the area of the Fermi disc, while the density follows the volume of the Fermi sphere. The computed exponent of $g$ as a function of $n$ is 0.9999 between $10^{14}$ and $10^{16}$ cm$^{-3}$ and 0.667 between $\eta=40$ and $\eta=44$. Linearity in density is thus a property of the nondegenerate gas, not of ballistic contacts in general.

### What each derivation assumes

The kinetic derivation assumes a Maxwell distribution from the start. It needs the effective mass, but no count of quantum states. It shows directly why the law is linear: the density changes the number of carriers and not their velocities. It also gives the current at finite bias once the shift of the band edge is known. Its restriction to $e^\eta\ll1$ enters at the first step, so it cannot by itself estimate the error made when $n$ approaches $N_c$.

The channel derivation assumes independent electrons with well-defined transverse states and fills these states with Fermi functions. Boltzmann statistics enter when the final integral is evaluated, and can be dropped there. The price is that the cause of linearity is less visible: both $g$ and $n$ are proportional to $e^\eta$, and their ratio contains the factor $\lambda$ from the one direction that is summed for $n$ but not for $g$.

The two routes arrange the same phase-space sum in different orders. The one-way flux for any occupation is

$$\Gamma=2\int_{k_x>0}\frac{d^3k}{(2\pi)^3}v_xf
=\int\frac{d^2k_t}{(2\pi)^2}\,\frac2h\int_\varepsilon^\infty f\,dE .$$

The first form averages velocities, and the second sums channels. Their agreement checks the angular average and the Gaussian integrals. It does not check the values of the spin factor and of the state density in $\mathbf k$ space, because a common error in $g$ and $n$ would cancel when $\eta$ is eliminated. Nor does it check the assumptions the two routes share, namely ideal reservoirs, perfect transmission and no scattering at the contact. These must be justified separately for a real contact.

Isotropy is needed less than the formula with $\bar v$ suggests. In Cartesian components the flux involves the distribution of $v_x$ alone, and the transverse integrals cancel against the normalization. If the band has different masses along $x$, $y$ and $z$, the same calculation gives

$$g=\frac{q^2n}{\sqrt{2\pi m_xk_BT}},$$

with $m_x$ the mass normal to the contact. This holds for one valley whose principal axes are $x$, $y$ and $z$. For a tilted valley, $1/m_x$ is the $xx$ element of the inverse mass tensor. For several valleys the contributions add, each with its own density and its own $m_x$. For an isotropic band $m_x=m$, and the form with the mean speed $\bar v$ applies as well.

The channel route also shows what happens in a narrow uniform conductor, where the sum over transverse states cannot be replaced by an integral. Let $S=\sum_j e^{-(\varepsilon_j-\mu)/k_BT}$ be the sum over its discrete channels. The total conductance is $G=(2q^2/h)S$. The number of electrons per length is $N=(2/\lambda)S$, because the motion along $x$ supplies the factor $1/\lambda$. Hence

$$G=\frac{q^2\lambda}{h}N .$$

The linear law survives if $n$ is understood as $N$ divided by the cross-sectional area. Confinement changes the density at a given $\mu$, but not the ratio of conductance to density in the nondegenerate limit.

### Imperfect transmission and the meaning of the limit

Suppose that an electron arriving from the bulk semiconductor in channel $j$ at energy $E$ enters the metal with probability $P_j(E)$, and that the passage is elastic. For independent electrons the total transmission at each energy is the same in both directions, since otherwise a current would flow between reservoirs with equal occupations. The argument for one channel then gives

$$g=\frac{2q^2}{hW^2}\sum_j\int_{\varepsilon_j}^\infty P_j(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

The factor $-\partial f/\partial E$ is positive and $P_j\le1$. The conductance therefore cannot exceed the value for $P_j=1$, which in the nondegenerate case is the linear law evaluated with the bulk density $n_b$:

$$g\le\frac{q^2n_b}{\sqrt{2\pi mk_BT}},\qquad \rho\ge\frac{\sqrt{2\pi mk_BT}}{q^2n_b}.$$

This is the sense in which the ballistic result is a contact limit, with $V$ the full difference between the reservoirs. A contact resistivity obtained by extrapolating the resistance of a long semiconductor with two contacts to zero length is a different quantity. A ballistic flat-band semiconductor between two perfect contacts has a total resistance times area of $1/g$, not $2/g$, so the value assigned to each contact can fall below the bound. For elastic isotropic scattering it is about $0.53/g$ if the mean free path does not depend on energy, but about $1.8/g$ if the mean free path grows as the square of the kinetic energy. The bound covers reflection caused by a mismatch of the electronic states, and it covers a barrier with tunnelling, since tunnelling is part of $P_j$. With a barrier, the formula that uses the density at the top is an estimate for classical passage. Tunnelling below the top can raise the conductance above that estimate, but not above the bound set by $n_b$.

The linear law is also not a statement about doping. In a contact with a barrier, the doping changes the shape of the barrier and hence the density at its top and the tunnelling probability. The conductance is then proportional to the density at the top as long as the gas there is nondegenerate and passage is classical and ballistic, while its dependence on the doping follows from the electrostatics and need not be linear. The full set of computed values is given in the numerical output below.

## Calculated quantities

```
effective mass: 0.30 m0
temperature: 300 K
electron density n: 1.000e+17 cm^-3
thermal energy kT: 25.852 meV
mean speed vbar: 1.9646e+07 cm/s
mean normal velocity of one-way electrons: 9.8228e+06 cm/s
one-way flux Gamma: 4.9114e+23 cm^-2 s^-1
one-way current density: 7.8690e+04 A/cm^2
conductance per area, linear law: 3.0439e+06 S/cm^2
contact resistivity: 3.2853e-07 ohm cm^2
thermal wavelength: 7.857 nm
open channels per area: 3.9285e+10 cm^-2
contact side: 100 nm
resistance of square contact: 3285.3 ohm
effective density of states Nc: 4.1234e+18 cm^-3
n/Nc: 0.02425
eta at n: -3.7107
Fermi/linear conductance at n: 0.99647
same ratio from first correction: 0.99645
correction coefficient, formula: 0.14645
correction coefficient, numerical: 0.14629
n (cm^-3) | g linear (S/cm^2) | g Fermi (S/cm^2) | Fermi/linear
1e+15 | 3.0439e+04 | 3.0437e+04 | 1.0000
1e+16 | 3.0439e+05 | 3.0428e+05 | 0.9996
1e+17 | 3.0439e+06 | 3.0331e+06 | 0.9965
1e+18 | 3.0439e+07 | 2.9420e+07 | 0.9665
1e+19 | 3.0439e+08 | 2.3615e+08 | 0.7758
1e+20 | 3.0439e+09 | 1.2610e+09 | 0.4143
density exponent, 1e14 to 1e16 cm^-3: 0.99992
density exponent, eta 40 to 44: 0.66729
finite bias: 2.585 mV (qV/kT = 0.1)
J/(gV), edge fixed to metal: 1.05171
J/(gV), edge midway: 1.00042
barrier height: 0.10 eV
density at barrier top: 2.0897e+15 cm^-3
conductance with barrier: 6.3606e+04 S/cm^2
contact resistivity with barrier: 1.5722e-05 ohm cm^2
Richardson constant: 36.052 A cm^-2 K^-2
```
